# When a symmetric three-grain edge nucleates a phase without a barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: the lens-shaped nucleus and its barrier

Q: I am told that a new phase can start without any barrier on the line where three grains meet, provided the grain boundaries are costly enough. A nucleus always has a surface, and a surface costs energy. How can the cost disappear?

A: The nucleus also removes something. Let three flat grain boundaries, each of energy $\gamma_b$ per area, meet at $120^\circ$ along a long straight line, the edge. A nucleus sitting on the edge has volume $V$ and an outer surface of area $A$, and it replaces grain boundary of area $A_b$. The free energy of forming it is

$$\Delta G=-gV+\gamma A-\gamma_b A_b .$$

Here $g>0$ is the bulk free energy gained per volume, and $\gamma$ is the energy per area of the interface between nucleus and matrix. The last term is a refund. The question is whether it can pay for the surface.

Q: What have you assumed in writing only three terms?

A: That $\gamma$ is isotropic and the same against all three grains, that $g$ does not change as the nucleus grows, and that misfit strain and the energy of lines where interfaces meet are left out. The formula contains no constant that depends on the unit system, so it reads the same in atomic units and in eV and nm. The size of the omitted terms is a separate matter, and it will turn out to be a serious one.

Q: Then what shape does the nucleus take? You cannot compute $A$ and $A_b$ without one.

A: Look for a shape at which $\Delta G$ is stationary. There are two kinds of small change.

First, push a small patch $dA$ of the outer surface outward by $\delta$. The volume grows by $\delta\,dA$. On a sphere of radius $r$ the patch area grows by $(2/r)\,\delta\,dA$, because area scales as $r^2$. The energy changes by $(-g+2\gamma/r)\,\delta\,dA$, which vanishes if

$$r=\frac{2\gamma}{g}.$$

Spherical caps of this radius, one in each grain, satisfy the condition everywhere on the surface.

Second, move a rim. A rim is a line where a grain boundary ends on the nucleus and two caps meet. Let each cap make the angle $\theta$ with the plane of the boundary, measured inside the nucleus. If the rim moves outward by $\delta$ along the boundary, then per length of rim the boundary loses the area $\delta$, while each cap gains $\delta\cos\theta$. The energy change is $(2\gamma\cos\theta-\gamma_b)\,\delta$. It vanishes if

$$k\equiv\cos\theta=\frac{\gamma_b}{2\gamma}.$$

This is the force balance at the rim. It has a solution only for $\gamma_b\le 2\gamma$.

Q: A stationary shape is not necessarily the cheapest one. Are you going to rest the whole claim on this lens?

A: No. The lens gives a definite barrier and shows where it goes to zero. A statement about all shapes needs a separate argument, which comes in the second half. For now take the lens as one particular nucleus.

Q: Fine. Where are the centres of the three spheres?

A: Put the edge along $z$, with the origin at the middle of the nucleus. Let $\mathbf u_1,\mathbf u_2,\mathbf u_3$ be unit vectors perpendicular to the edge, each pointing along the bisector of one grain. They are $120^\circ$ apart, so

$$\mathbf u_i\cdot\mathbf u_j=-\tfrac12\quad(i\ne j),\qquad \mathbf u_1+\mathbf u_2+\mathbf u_3=0 .$$

The unit normal of the boundary between grains $i$ and $j$, pointing into grain $i$, is

$$\mathbf n_{ij}=\frac{\mathbf u_i-\mathbf u_j}{\sqrt3}.$$

Its length is one because $|\mathbf u_i-\mathbf u_j|^2=1+1+1=3$. It is perpendicular to the third bisector, which lies in the boundary plane. It also satisfies

$$\mathbf u_i\cdot\mathbf n_{ij}=\frac{1+\frac12}{\sqrt3}=\frac{\sqrt3}{2}.$$

The cap in grain $i$ meets both boundaries of that grain at the same angle, so by symmetry its centre lies on the bisector line, at $-d\,\mathbf u_i$. The outward normal at a point $\mathbf x$ of the cap is $\mathbf N=(\mathbf x+d\,\mathbf u_i)/r$. At the rim $\mathbf x\cdot\mathbf n_{ij}=0$, and the angle between $\mathbf N$ and $\mathbf n_{ij}$ equals the angle $\theta$ between the two surfaces. Therefore

$$k=\mathbf N\cdot\mathbf n_{ij}=\frac{\sqrt3\,d}{2r},\qquad\text{so}\qquad d=\frac{2k}{\sqrt3}\,r .$$

The dearer the boundary, the farther each centre retreats behind the edge, and the shallower the piece of each sphere that is used. The radius of curvature stays $2\gamma/g$.

Q: And what body do the three caps enclose?

A: The common part of the three balls. For a point $\mathbf x$,

$$|\mathbf x+d\,\mathbf u_j|^2=|\mathbf x|^2+d^2+2d\,\mathbf x\cdot\mathbf u_j .$$

Inside grain $i$ the largest of the three products $\mathbf x\cdot\mathbf u_j$ is the one with $j=i$. A point of grain $i$ that lies in ball $i$ therefore lies in the other two as well.

Now average the last equation over the three grains. The products cancel, because the bisectors sum to zero, and the mean squared distance to the centres is $|\mathbf x|^2+d^2$. The largest of the three distances is thus at least $d$, with equality only at the origin. If $d<r$, the balls share a region around the origin. If $d=r$, they share a single point, and if $d>r$, nothing.

Q: So the lens vanishes when $d=r$. Which boundary energy is that?

A: Setting $2k/\sqrt3=1$ gives $k=\sqrt3/2$, and with $k=\gamma_b/(2\gamma)$

$$\gamma_b=\sqrt3\,\gamma .$$

The contact angle is then $30^\circ$. The three caps have become so flat that, in cross-section, they would close as an equilateral triangle with straight sides. Such a triangle has half-angles of $30^\circ$ at its corners, and this is why the geometry singles out that value.

Q: That shows a vanishing shape. I asked about energy. Something small can still be expensive.

A: Then the surface cost has to be tied to the volume. The field $\mathbf x$ has divergence 3. Apply the divergence theorem to the part of the nucleus in grain $i$, of volume $V_i$. It is bounded by the cap, of area $A_i$, and by two flat faces in the boundary planes, each of area $a$. The flat faces pass through the origin, so $\mathbf x$ lies in them and has no flux through them. On the cap $\mathbf x=r\mathbf N-d\,\mathbf u_i$, hence

$$3V_i=\int_{\rm cap}\mathbf x\cdot\mathbf N\,dA
=rA_i-d\,\mathbf u_i\cdot\int_{\rm cap}\mathbf N\,dA .$$

The integral of the outward normal over a closed surface is zero. The outward normals of the flat faces are $-\mathbf n_{ij}$ and $-\mathbf n_{il}$, where $j$ and $l$ are the other grains, so

$$\int_{\rm cap}\mathbf N\,dA=a(\mathbf n_{ij}+\mathbf n_{il}),\qquad
\mathbf u_i\cdot\int_{\rm cap}\mathbf N\,dA=2a\,\frac{\sqrt3}{2}=\sqrt3\,a .$$

Sum over the three grains. The nucleus removes three boundary faces, each shared by two grains, so $A_b=3a$. With $\sqrt3\,d=2kr$,

$$3V=rA-\sqrt3\,d\,A_b=r\,(A-2kA_b).$$

Multiply by $\gamma/r$ and use $2k\gamma=\gamma_b$:

$$\gamma A-\gamma_bA_b=\frac{3\gamma V}{r}.$$

The net surface cost is proportional to the volume. If the volume of the lens vanishes at given $r$, so does its cost.

Q: And the barrier itself?

A: Keep the shape and let its cap radius be a variable $R$. Write $V=vR^3$, where $v$ depends only on $k$. The surface cost is $3\gamma vR^2$, and

$$\Delta G(R)=v\,(3\gamma R^2-gR^3),\qquad
\frac{d\Delta G}{dR}=3vR\,(2\gamma-gR).$$

The maximum is at $R=2\gamma/g$, the same radius as before. Its height is

$$\Delta G^*=v\left(\frac{12\gamma^3}{g^2}-\frac{8\gamma^3}{g^2}\right)=\frac{4v\gamma^3}{g^2}.$$

For $k=0$ the three centres coincide, the nucleus is a full sphere with $v=4\pi/3$, and

$$\Delta G^*_{\rm hom}=\frac{16\pi\gamma^3}{3g^2},$$

the barrier for a nucleus inside a grain. The edge reduces it by the factor $f=3v/(4\pi)$. The critical radius does not depend on the site. Only the part of the sphere that has to be built does.

Q: I want $v$ as a function of $k$, not as a symbol.

A: Set $r=1$. From the relation just found, $v=(A-2kA_b)/3=A_i-2ka$, so one flat face and one cap are enough.

The flat face lies in a plane at distance $\sqrt3d/2=k$ from the centre of the sphere. The plane cuts the sphere in a circle of radius $s=\sqrt{1-k^2}$. The edge is a chord of this circle, at distance $d/2=k/\sqrt3$ from its centre, because $\mathbf u_i$ makes $60^\circ$ with the boundary plane's outgoing direction. Half the chord has length

$$q=\sqrt{s^2-k^2/3}=\sqrt{1-4k^2/3}.$$

The face is the segment beyond the chord. If the segment spans the angle $2\beta$ at the circle's centre, then

$$\cos\beta=\frac{k}{\sqrt{3(1-k^2)}},\qquad a=(1-k^2)\beta-\frac{k}{\sqrt3}\,q .$$

For the cap use the Gauss-Bonnet theorem. On a unit sphere, the area of a simply connected patch plus the integrated geodesic curvature of its sides plus the exterior angles at its corners equals $2\pi$. Each side is an arc of length $2\beta s$. Its curvature in space is $1/s$, and the part tangent to the sphere is $k/s$, so one side contributes $2k\beta$ and two contribute $4k\beta$.

At a corner, the unit vectors tangent to the sphere, perpendicular to the sides and pointing into the patch are $(\mathbf n_{ij}-k\mathbf N)/s$ and $(\mathbf n_{il}-k\mathbf N)/s$. The angle between them is the exterior angle $\psi$. Since $\mathbf n_{ij}\cdot\mathbf n_{il}=\frac13(1+\frac12+\frac12-\frac12)=\frac12$ and both normals have the product $k$ with $\mathbf N$,

$$\cos\psi=\frac{\frac12-k^2}{1-k^2},\qquad A_i=2\pi-2\psi-4k\beta .$$

Insert both areas into $v=A_i-2ka$ and collect the terms in $\beta$, namely $-4k\beta-2k(1-k^2)\beta=-2k\beta(3-k^2)$:

$$v=2\pi-2\psi-2k\beta(3-k^2)+\frac{2k^2}{\sqrt3}\sqrt{1-\frac{4k^2}{3}} .$$

Q: Does it behave at the two ends?

A: At $k=0$, $\psi=\pi/3$ and $v=2\pi-2\pi/3=4\pi/3$, the sphere. At $k=\sqrt3/2$, $\cos\psi=-1$ and $\cos\beta=1$, so $\psi=\pi$, $\beta=0$ and $v=0$. Between them $v$ falls steadily. In grain $i$ the product $\mathbf x\cdot\mathbf u_i$ is positive, so moving the centre back increases the distance from it to every point there, and the common part of the balls shrinks.

Q: How does the barrier approach zero? Linearly?

A: Much more gently. Measure the distance from the threshold by

$$\varepsilon=1-\frac{\gamma_b}{\sqrt3\,\gamma},\qquad\text{so that}\qquad \frac dr=1-\varepsilon .$$

Again set $r=1$. At height $z$, a point at position $\boldsymbol\rho$ from the edge lies in ball $i$ if

$$\rho^2+2d\,\boldsymbol\rho\cdot\mathbf u_i\le 1-z^2-d^2 .$$

For small $\varepsilon$ the right side is $2\varepsilon-z^2$ to leading order. The width $\rho$ is of order $\varepsilon$, so $\rho^2$ can be dropped and $d$ replaced by one. What remains is $\boldsymbol\rho\cdot\mathbf u_i\le h$ with $h=\varepsilon-z^2/2$. These three straight lines bound an equilateral triangle of inradius $h$ and area $3\sqrt3\,h^2$. Integrate along the edge with $z=\sqrt{2\varepsilon}\,y$:

$$v\simeq3\sqrt3\,\varepsilon^2\sqrt{2\varepsilon}\int_{-1}^{1}(1-y^2)^2dy
=3\sqrt6\cdot\frac{16}{15}\,\varepsilon^{5/2}=\frac{16\sqrt6}{5}\,\varepsilon^{5/2}.$$

The critical nucleus becomes a needle: its length scales as $\sqrt\varepsilon$ and its width as $\varepsilon$. Two factors of width and one of length give the power $5/2$.

## Second half: all shapes, and a silicide film

The symbols carried over are these. A nucleus of volume $V$ and outer area $A$ removes the boundary area $A_b$, and $\Delta G=-gV+\gamma A-\gamma_bA_b$. The unit vectors $\mathbf u_i$ bisect the three grains, and $\mathbf n_{ij}=(\mathbf u_i-\mathbf u_j)/\sqrt3$ is the boundary normal pointing into grain $i$. With $k=\gamma_b/(2\gamma)$ and $\varepsilon=1-\gamma_b/(\sqrt3\gamma)$, the lens of cap radius $R$ has volume $vR^3$ and surface cost $3\gamma vR^2$. Its barrier is $4v\gamma^3/g^2$, reached at $R=2\gamma/g$, and $v\simeq(16\sqrt6/5)\,\varepsilon^{5/2}$ near the threshold.

Q: At $\gamma_b=\sqrt3\gamma$ your lens has no size. You have shown that a certain critical nucleus ceases to exist. How does the phase then start?

A: State first what has to be shown. A growth path is a continuous sequence of shapes that starts from nothing and ends at a nucleus with $\Delta G<0$. The barrier is the lowest value that the maximum of $\Delta G$ along such a path can be given. It cannot be negative, since every path starts at $\Delta G=0$. To prove it zero, one good path is enough.

Take lenses that are not in force balance. Choose a small number $\varepsilon'>0$ and build the lens that would fit a cheaper boundary of energy $\gamma_b'=\sqrt3\gamma(1-\varepsilon')$, with cap radius $R$. Its surface cost with that cheaper boundary would be $3\gamma v(\varepsilon')R^2$. The real boundary has $\gamma_b\ge\sqrt3\gamma>\gamma_b'$ and refunds more, so

$$\Delta G\le v(\varepsilon')R^2\,(3\gamma-gR).$$

Now hold $R$ fixed at a value larger than $3\gamma/g$ and let $\varepsilon'$ grow from zero. The volume grows continuously from zero, and $\Delta G$ is negative from the first moment. Afterwards hold $\varepsilon'$ and increase $R$. The energy stays negative and the nucleus grows without limit. The barrier is zero.

In this model, the lens barrier falls to zero as $\gamma_b$ rises to $\sqrt3\gamma$, and from that value upward a growth path without any barrier exists. It remains to show that no shape avoids a barrier below the threshold, and to see what the result means for a silicide film.
